# Grand Energy and Differential Capacitance from Constant-Charge Slab Calculations, part 1

(Sections cited here and not found follow in the second part.)

## From the charged slab to the electrode potential

A metal electrode in an electrolyte is connected to a potentiostat, in a range of potential where no reaction carries charge across the interface. The instrument holds the electrode potential fixed and lets electrons flow until the surface carries the charge that this potential requires. The slab calculation considered here works the other way round. The number of electrons is an input, the charge is therefore fixed, and the potential is an output. Two surface states compared at equal charge generally sit at different potentials, so their energy difference is not the one that governs the experiment. The energy that belongs to a fixed potential must be built from runs at fixed charge, and its curvature should tell how readily the interface takes up charge.

### The charged cell and its energy

Consider a slab that repeats periodically parallel to its surface, with solution on one side. The nuclei are fixed. All integrals $\int d\tau$ run over one surface cell and are divided by its area, so energies, charges and electron numbers are per unit area. The elementary charge is $e>0$, and SI units are used in the equations.

Let $n$ be the electron density and $n_+$ the fixed positive density of the slab, with $\int n_+\,d\tau=N_0$. Removing electrons gives the slab a charge $q$:

$$
N=\int n\,d\tau=N_0-\frac{q}{e}. \tag{1}
$$

A positive $q$ means missing electrons. The solution supplies a counter-charge $-q\,g$, where $g$ is a prescribed shape with $\int g\,d\tau=1$. The total charge density is

$$
\rho=e(n_+-n)-q\,g. \tag{2}
$$

Its integral is $eN_0-eN-q$, which vanishes by Eq. (1).

The solvent is represented by a fixed relative permittivity $\kappa$, equal to one inside the metal. The electrostatic potential $\phi$ obeys

$$
\nabla\cdot(\epsilon_0\kappa\nabla\phi)=-\rho, \tag{3}
$$

with no electric field at the two ends of the cell. Neutrality makes the two end conditions compatible. On the solution side, beyond the counter-charge, the potential is flat. Its value there is called $\phi_S$, the potential of the bulk solution.

Within Kohn–Sham theory the energy at fixed charge is

$$
E=T_s[n]+E_{xc}[n]+\frac12\int\rho\,\phi\,d\tau, \tag{4}
$$

where $T_s$ is the kinetic energy of the Kohn–Sham electrons and $E_{xc}$ the exchange-correlation energy. For point nuclei the last term contains their self-energy, which is a constant at fixed nuclei and is removed. Equation (3) fixes $\phi$ up to a constant. Adding a constant $c$ to $\phi$ changes $E$ by $\tfrac12c\int\rho\,d\tau=0$, so the energy does not depend on where the zero of potential is placed. The Fermi level and $\phi_S$ do depend on it, and this has to be watched below.

### How the electrostatic energy responds

Take two neutral densities $\rho_1,\rho_2$ with potentials $\phi_1,\phi_2$. Using Eq. (3) for $\rho_1$ and integrating by parts,

$$
\int\rho_1\phi_2\,d\tau
=-\int\phi_2\nabla\cdot(\epsilon_0\kappa\nabla\phi_1)\,d\tau
=\int\epsilon_0\kappa\,\nabla\phi_1\cdot\nabla\phi_2\,d\tau. \tag{5}
$$

The boundary terms cancel between periodic side faces and vanish at the field-free ends. The right side is unchanged when the labels 1 and 2 are exchanged, so $\int\rho_1\phi_2\,d\tau=\int\rho_2\phi_1\,d\tau$. Now let $\rho$ change by a small neutral amount $\delta\rho$, which changes the potential by $\delta\phi$. Then

$$
\delta\left(\frac12\int\rho\phi\,d\tau\right)
=\frac12\int(\phi\,\delta\rho+\rho\,\delta\phi)\,d\tau
=\int\phi\,\delta\rho\,d\tau. \tag{6}
$$

The two halves are equal by the symmetry just shown. This step uses the linearity of the dielectric. A solvent whose polarization saturates needs its own free energy in place of the last term of Eq. (4).

### What the Fermi level measures

The Kohn–Sham electrons move in the potential energy $v_s=v_{xc}-e\phi$, with $v_{xc}=\delta E_{xc}/\delta n$. The minus sign is that of the electron charge. At fixed $v_s$, the ground state minimizes $T_s+\int v_s n\,d\tau$. A redistribution of electrons at fixed $N$ changes this sum only in second order. Adding $\delta N$ electrons fills states at the Fermi level $\varepsilon_F$ and changes it by $\varepsilon_F\delta N$. To first order, therefore,

$$
\delta T_s+\int v_s\,\delta n\,d\tau=\varepsilon_F\,\delta N. \tag{7}
$$

This can be checked explicitly for a jellium slab, in which the positive charge is smeared out uniformly and electrons move freely parallel to the surface. Motion across the slab gives levels $\varepsilon_i$, and each carries a subband with energies $\varepsilon_i+\hbar^2k^2/2m$. Counting both spins, the states with wave number below $k$ number $k^2/2\pi$ per unit area. Each subband thus has the constant density of states $\nu=m/\pi\hbar^2$, and

$$
N=\nu\sum_i(\varepsilon_F-\varepsilon_i), \tag{8}
$$

$$
T_s+\int v_sn\,d\tau=\nu\sum_i\left[\varepsilon_i(\varepsilon_F-\varepsilon_i)+\tfrac12(\varepsilon_F-\varepsilon_i)^2\right]. \tag{9}
$$

The sums run over levels below $\varepsilon_F$. The first term in the bracket is the energy of motion across the slab, and the second is the parallel kinetic energy. At fixed levels, the derivative of Eq. (9) with respect to $\varepsilon_F$ is $\nu\sum_i[\varepsilon_i+(\varepsilon_F-\varepsilon_i)]=\varepsilon_F\,\nu\sum_i1$. By Eq. (8) this equals $\varepsilon_F\,dN/d\varepsilon_F$, as Eq. (7) requires. All of this is for sharp occupations at zero electronic temperature. With Fermi–Dirac smearing, $\varepsilon_F$ becomes the chemical potential, and $E$ has to be replaced in all that follows by the free energy $E-TS_{\rm el}$, where $S_{\rm el}$ is the entropy of the occupations.

### The slope of the constant-charge energy

Change the slab charge by $\delta q$ and let the electrons settle again. From Eq. (2),

$$
\delta\rho=-e\,\delta n-g\,\delta q. \tag{10}
$$

Equations (4) and (6) give

$$
\begin{aligned}
\delta E&=\delta T_s+\int v_{xc}\,\delta n\,d\tau+\int\phi(-e\,\delta n-g\,\delta q)\,d\tau\\
&=\delta T_s+\int v_s\,\delta n\,d\tau-\langle\phi\rangle_g\,\delta q,
\end{aligned} \tag{11}
$$

where $\langle\phi\rangle_g=\int g\phi\,d\tau$ is the potential averaged over the counter-charge. The first two terms equal $\varepsilon_F\delta N$ by Eq. (7), and Eq. (1) gives $\delta N=-\delta q/e$. Hence

$$
\frac{dE}{dq}=-\frac{\varepsilon_F}{e}-\langle\phi\rangle_g. \tag{12}
$$

A change of zero, $\phi\to\phi+c$, lowers every electron level by $ec$. The first term of Eq. (12) then rises by $c$ and the second falls by $c$, so the slope is unchanged, as it must be.

Equation (12) describes two transfers. Making the slab more positive removes electrons from the Fermi level. At the same time, negative counter-charge is placed where the average potential is $\langle\phi\rangle_g$.

### The electrode potential

An electrode potential compares an electron in the metal with a point in the bulk solution. The electrostatic energy of an electron in the bulk solution is $-e\phi_S$. Define $U$ by setting the Fermi level, measured from this energy, equal to $-eU$:

$$
\varepsilon_F+e\phi_S=-eU,
\qquad
U=-\frac{\varepsilon_F}{e}-\phi_S. \tag{13}
$$

This is a potential on an absolute scale. It does not depend on the zero of $\phi$, for the same reason as Eq. (12). The energy $eU$ is the work needed to take an electron from the Fermi level to rest at the electrostatic level of the bulk solution, without any chemical interaction with the solvent. A reference electrode shifts the scale by a constant, $U=U_{\rm rel}+U_{\rm ref}$. Here $U_{\rm ref}$ must be measured from the same level $\phi_S$ inside the solution. A value referred to the vacuum just outside the solution differs from it by the surface potential of the solution.

Comparing Eqs. (12) and (13),

$$
\frac{dE}{dq}=U-\Delta,
\qquad
\Delta(q)=\langle\phi\rangle_g-\phi_S. \tag{14}
$$

The slope of the constant-charge energy is the electrode potential only if the counter-charge sits, on average, at the potential of the bulk solution. Otherwise the difference has to be integrated and added:

$$
A(q)=E(q)+\int_0^q\Delta(q')\,dq',
\qquad
\frac{dA}{dq}=U. \tag{15}
$$

The added integral vanishes at $q=0$, so the energy of the neutral slab is untouched. Equation (15) holds for any prescribed $g$. If $g$ is uniform over the whole cell, no flat region is left, and $\phi_S$ has to be taken as the potential at the field-free solution end of the cell. Then $\langle\phi\rangle_g$ is the cell average of the potential, and $\Delta=-\phi_S$ when that average is chosen as zero. The correction then restores the relation between energy and potential, but it does not move the counter-charge out of the metal. The resulting capacitance still belongs to that artificial arrangement.

### Why the ions supply the missing term

The origin of the correction can be seen by letting the counter-charge density $\rho_c$ relax instead of prescribing it. Let $F[\rho_c]$ be the non-electrostatic free energy of the ions, measured with the ion reservoir included, so that $\delta F/\delta\rho_c=0$ in the bulk solution. Add $F$ to the energy and minimize over $\rho_c$ at fixed total counter-charge $-q$. With a Lagrange multiplier $\lambda$,

$$
\phi+\frac{\delta F}{\delta\rho_c}=\lambda=\phi_S. \tag{16}
$$

The value of $\lambda$ follows by evaluating the condition in the bulk solution. When $q$ changes, the counter-charge contributes

$$
\int\left(\phi+\frac{\delta F}{\delta\rho_c}\right)\delta\rho_c\,d\tau
=\phi_S\int\delta\rho_c\,d\tau=-\phi_S\,\delta q. \tag{17}
$$

This replaces $-\langle\phi\rangle_g\delta q$ in Eq. (11), and the slope of the total free energy becomes $-\varepsilon_F/e-\phi_S=U$. For ions in equilibrium with the bulk solution, the non-electrostatic part offsets the electrostatic difference, and no further correction may be added. A prescribed $g$ has no such free energy in $E$. The integral in Eq. (15) assigns it the amount that makes the energy consistent with the potential. This amount need not equal the free energy of mobile ions, whose distribution changes shape with the charge.

### Size of the correction

Let the counter-charge depend only on the distance $z$ from the slab, and lie where the electron density is negligible. Write $G(z)=\int_{-\infty}^zg\,dz'$ for the fraction of counter-charge to the left of $z$. There is no field far to the right. In the counter-charge region the displacement $D$ obeys $dD/dz=-qg$, so

$$
D(z)=q\int_z^\infty g\,dz'=q\,[1-G(z)]. \tag{18}
$$

The field is $D/\epsilon_0\kappa$, and the potential is found by integrating it out to the bulk:

$$
\phi(z)-\phi_S=\frac{q}{\epsilon_0}\int_z^\infty\frac{1-G(z')}{\kappa(z')}\,dz'. \tag{19}
$$

Now average over $g(z)$. Exchanging the order of integration, each $z'$ receives the weight $\int_{-\infty}^{z'}g\,dz=G(z')$. Therefore

$$
\Delta=wq,
\qquad
w=\frac1{\epsilon_0}\int\frac{G(1-G)}{\kappa}\,dz. \tag{20}
$$

The correction to the energy is $\int_0^qwq'dq'=\tfrac12wq^2$. It is positive for both signs of charge. The product $G(1-G)$ differs from zero only across the width of the counter-charge, so $w$ tends to zero for a thin sheet. In that limit $E$ itself has the slope $U$. A broad counter-charge in a medium of low permittivity gives a large correction.

## The grand energy and its curvature

The slab has charge $q$ per unit area and $N=N_0-q/e$ electrons. Its constant-charge energy is $E(q)$. The electrode potential is $U=-\varepsilon_F/e-\phi_S$, with $\varepsilon_F$ the Fermi level and $\phi_S$ the potential of the bulk solution. The counter-charge has the shape $g$, and $\Delta=\langle\phi\rangle_g-\phi_S$ is its average potential relative to the bulk. The corrected energy $A(q)=E(q)+\int_0^q\Delta\,dq'$ has the slope $dA/dq=U$, Eq. (15). For a counter-charge outside the electron density, $\Delta=wq$, Eq. (20).

The corrected energy $A(q)$, built from runs at fixed charge, has the electrode potential $U$ as its slope. It remains to construct from it the grand energy at fixed potential and to find what the curvature of that energy says about how readily the interface takes up charge.
